# Self-Consistent Sternheimer Response of an Insulator to an Electric Field

## Result

Take a closed-shell insulator in Kohn–Sham theory with a local density functional and fixed ions, at zero temperature, in a weak static field along \(x\). In atomic units the electron charge is \(-1\), so a macroscopic field \(F\) adds \(+Fx\) to an electron's energy. \(F\) is the total macroscopic field, external plus induced, and is held fixed. The occupied Bloch states are \(e^{ikx}u_v\), with energies \(\varepsilon_v\) and Hamiltonian \(H_k=e^{-ikx}He^{ikx}\). With \(P_v\) the projector onto all occupied states at \(k\), and \(P_c=1-P_v\), the response obeys

\[
(H_k+\alpha P_v-\varepsilon_v)|u_v^1\rangle=-P_c\left[F|\bar x_v\rangle+v^1|u_v\rangle\right], \tag{1}
\]
\[
(H_k-\varepsilon_v)|\bar x_v\rangle=-iP_c\,\frac{\partial H_k}{\partial k}|u_v\rangle,\qquad P_v|\bar x_v\rangle=0, \tag{2}
\]
\[
n^1=\frac4\Omega\,\mathrm{Re}\Big\langle\sum_v u_v^*u_v^1\Big\rangle_k,\qquad v^1=Kn^1, \tag{3}
\]
\[
\epsilon=1-\frac{16\pi}{\Omega F}\,\mathrm{Re}\Big\langle\sum_v\langle\bar x_v|u_v^1\rangle\Big\rangle_k . \tag{4}
\]

Here \(\Omega\) is the cell volume, \(\langle\cdot\rangle_k\) averages over the Brillouin zone, inner products of periodic functions are cell averages, and \(K\) is the Hartree plus exchange-correlation kernel without the \(G=0\) Hartree term. Any \(\alpha\) larger than the occupied bandwidth will do.

## Stage 1: one orbital in a finite system

Let \(H\psi=\varepsilon\psi\) and add a small \(\delta V\). The first-order terms of \((H+\delta V)(\psi+\psi^1)=(\varepsilon+\varepsilon^1)(\psi+\psi^1)\) are

\[
(H-\varepsilon)\psi^1=-(\delta V-\varepsilon^1)\psi .
\]

Normalization makes \(\langle\psi|\psi^1\rangle\) imaginary. The phase of the perturbed orbital is free, so this overlap can be set to zero.

**Limit: harmonic oscillator.** For \(H=p^2/2+\omega^2x^2/2\) and \(\delta V=Fx\), symmetry gives \(\varepsilon^1=0\). Since \(x\psi_0\) is proportional to the first excited state, \((H-\varepsilon_0)x\psi_0=\omega x\psi_0\), and therefore \(\psi^1=-Fx\psi_0/\omega\). With \(\langle x^2\rangle=1/(2\omega)\),

\[
\langle x\rangle^1=2\langle\psi_0|x|\psi^1\rangle=-\frac{2F}{\omega}\,\frac1{2\omega}=-\frac F{\omega^2},
\]

which is the classical displacement under the force \(-F\).

## Stage 2: several occupied orbitals

With two electrons per orbital, \(n=2\sum_v|\psi_v|^2\) and \(n^1=4\,\mathrm{Re}\sum_v\psi_v^*\psi_v^1\). The part of \(\psi_v^1\) along another occupied state \(w\) contributes

\[
t_{vw}=\psi_v^*\psi_w\,\frac{\langle w|\delta V|v\rangle}{\varepsilon_v-\varepsilon_w}.
\]

Exchanging the labels conjugates the numerator and reverses the denominator, so \(t_{wv}=-t_{vw}^*\). The pair sum \(t_{vw}-t_{vw}^*\) is imaginary and drops out of the density. Degenerate occupied states can be rotated among themselves without changing \(n\), so they cause no difficulty either. The conduction part suffices.

Apply \(P_c\) to the first-order equation. It commutes with \(H\) and annihilates \(\varepsilon^1\psi_v\), hence

\[
(H-\varepsilon_v)P_c\psi_v^1=-P_c\,\delta V\psi_v .
\]

The operator on the left is singular on the full space, because it annihilates \(\psi_v\). Adding \(\alpha P_v\) cures this. On an occupied state \(w\) the eigenvalue becomes \(\varepsilon_w-\varepsilon_v+\alpha\), positive when \(\alpha\) exceeds the bandwidth. On a conduction state it remains \(\varepsilon_c-\varepsilon_v>0\). The right side has no occupied component, so the solution has none, and \(\alpha\) does not affect it. No conduction state need be computed, since \(P_c=1-P_v\).

**Limit: two filled oscillator levels.** Here \(|x_{m+1,m}|^2=(m+1)/(2\omega)\). Per spin, the projected formula keeps the transition \(1\to2\) and gives

\[
-2F\,\frac{|x_{21}|^2}{\omega}=-\frac{2F}{\omega^2}.
\]

This is two electrons displaced by \(-F/\omega^2\) each, as it must be. The unprojected sum has the extra terms \(0\to1\), equal to \(-F/\omega^2\), and \(1\to0\), equal to \(+F/\omega^2\), which cancel.

## Stage 3: a crystal, where \(x\) is not periodic

The potential \(Fx\) is unbounded, and an infinite crystal in it has no true ground state. What follows is the linear response of the insulating state.

The occupied projector \(P\) of the whole crystal enters the linearized stationarity condition \([H,\rho^1]+[\delta V,P]=0\) through the commutator \([x,P]\). This is lattice periodic: moving the origin by \(R\) adds \([R,P]=0\). Also \(P[x,P]P=PxP-PxP=0\), and \((1-P)[x,P](1-P)=0\). What survives connects occupied with empty states. Differentiating \(P_v(k)=e^{-ikx}Pe^{ikx}\) gives

\[
\partial_kP_v=-i\,e^{-ikx}[x,P]e^{ikx},
\]

so \([x,P]\) becomes \(i\partial_kP_v\). Acting on \(u_v\) and projecting,

\[
|\bar x_v\rangle=iP_c(\partial_kP_v)|u_v\rangle=iP_c|\partial_ku_v\rangle .
\]

The last step holds because the terms of \(\partial_kP_v\) that end in an occupied state are removed by \(P_c\). For the same reason a \(k\)-dependent phase of \(u_v\) adds nothing beyond that phase itself. The step needs \(P_v\) to be smooth in \(k\), which the gap ensures.

To avoid numerical differentiation, differentiate \((H_k-\varepsilon_v)u_v=0\):

\[
(H_k-\varepsilon_v)\partial_ku_v=-(\partial_kH_k-\partial_k\varepsilon_v)u_v .
\]

Projection removes \(\partial_k\varepsilon_v\), and multiplication by \(i\) gives (2). The source is a commutator in disguise, because

\[
\partial_kH_k=i\,e^{-ikx}[H,x]e^{ikx}.
\]

For the kinetic energy, \([p^2/2,x]=-ip\) gives \(\partial_kH_k=p+k\). A nonlocal pseudopotential adds \(i[V_{nl},x]\), which must be kept.

The polarization is \(-1\) times the induced moment per volume. Since \(\rho^1\) has occupied–empty blocks alone, the same \(\bar x_v\) suffices:

\[
P^1=-\frac4\Omega\,\mathrm{Re}\Big\langle\sum_v\langle\bar x_v|u_v^1\rangle\Big\rangle_k .
\]

One factor 2 is spin, the other comes from the two Hermitian-conjugate terms of \(\rho^1\). Then \(\epsilon=1+4\pi P^1/F\) is (4).

**Limit: two plane waves, no local field.** Let one band be filled and let a potential component \(V\) couple the momenta \(\kappa\pm G/2\). Apart from a term common to both states,

\[
H_k=\frac{G\kappa}2\sigma_z+V\sigma_x,\qquad \Delta=\sqrt{E_g^2+G^2\kappa^2},\qquad E_g=2|V| .
\]

The off-diagonal element of \(\partial_kH_k=\kappa+(G/2)\sigma_z\) between the eigenstates has size \((G/2)E_g/\Delta\). Equation (2) divides it by \(\Delta\), so \(|x_{cv}|=GE_g/(2\Delta^2)\). Equation (1) gives the amplitude \(-Fx_{cv}/\Delta\). With \(s=G\kappa\), and the integration limits extended to infinity for \(E_g\ll G^2/2\),

\[
\epsilon-1=\frac{16\pi}\Omega\,\frac1G\int d\kappa\,\frac{G^2E_g^2}{4\Delta^5}
=\frac{4\pi E_g^2}\Omega\int_{-\infty}^{\infty}\frac{ds}{(E_g^2+s^2)^{5/2}}
=\frac{16\pi}{3\Omega E_g^2}.
\]

The last integral is \(4/(3E_g^4)\). With two electrons per cell, \(\omega_p^2=4\pi n=8\pi/\Omega\), and

\[
\epsilon-1=\frac23\,\frac{\omega_p^2}{E_g^2}. \tag{5}
\]

## Stage 4: the electrons respond to their own density

The induced density changes the Kohn–Sham potential. Poisson's equation for an electron's energy, \(\nabla^2v_H=-4\pi n\), gives

\[
v_H^1(G)=\frac{4\pi}{G^2}n^1(G),\qquad G\ne0 .
\]

At \(G=0\) this is \(0/0\). Its long-wavelength limit is the potential of the induced macroscopic field. \(F\) already contains that field, so including the term would count it twice. For a local functional the other term is \(f_{xc}n^1\), with \(f_{xc}=dv_{xc}/dn\). For Slater–Dirac exchange, \(v_x=-(3n/\pi)^{1/3}\) and \(f_x=v_x/(3n)<0\). A constant in \(v^1\) has no effect, because \(P_cu_v=0\). With \(\delta V=Fx+v^1\), the equation of stage 2 becomes (1).

Let \(b\) be the density induced by \(Fx\) alone and \(\chi_0\) the response of independent electrons to a periodic potential. Then

\[
n^1=b+\chi_0Kn^1\quad\Rightarrow\quad n^1=(1-\chi_0K)^{-1}b . \tag{6}
\]

Iterating (1) and (3) solves this without building \(\chi_0\).

**Limit: one density component.** If a single \(G\) dominates, \(n^1=b/(1+|\chi_0|K)\), since \(\chi_0<0\). A positive kernel weakens the response and a negative one strengthens it. At \(|\chi_0|K=-1\) the assumed ground state is unstable and linear response fails.

The general sign rule follows from (4). Let \(R_v\) be the inverse of \(H_k-\varepsilon_v\) in the conduction space. The part of \(u_v^1\) caused by \(v^1\) is \(-R_vv^1u_v\), and the part caused by the bare field is \(u_v^b=-FR_v\bar x_v\). Because \(R_v\) is Hermitian,

\[
-\langle\bar x_v|R_vv^1|u_v\rangle=\frac1F\langle u_v^b|v^1|u_v\rangle .
\]

Summing with the factor \(4/\Omega\) of (3) turns this into the cell average of \(b\,v^1/F\), that is \(\frac1{\Omega F}\int b\,v^1\) over a cell, so

\[
\epsilon=\epsilon_0-\frac{4\pi}{\Omega F^2}\int b\,K(1-\chi_0K)^{-1}b ,
\]

where \(\epsilon_0\) is the value without local fields. Now vary \(K\). With \(A=(1-\chi_0K)^{-1}\) one has \(dA=A\chi_0\,dK\,A\), and

\[
d(KA)=(1+KA\chi_0)\,dK\,A=(1-K\chi_0)^{-1}dK\,(1-\chi_0K)^{-1}.
\]

The two outer factors are transposes of each other and act on \(b\), producing \(n^1\) on both sides:

\[
d\epsilon=-\frac{4\pi}{\Omega F^2}\int n^1\,dK\,n^1 . \tag{7}
\]

At fixed ground state, Hartree local fields lower \(\epsilon\) and a negative exchange kernel raises it, provided \(1-\chi_0K\) stays invertible as the kernel is switched on.

## Stage 5: a polar chain crystal

The example has a 5.1 Å cell with two unequal wells and four electrons, one chain per 8 Å\(^2\). The density is taken uniform across the chain and transverse motion is frozen. There is a separable nonlocal potential; exchange is Slater–Dirac and correlation is omitted. A well depth of 9.59 eV was solved for to give a gap of 5.50 eV. The occupied bandwidth is 3.86 eV, well below the shift of 54.4 eV.

Equation (5) gives a first estimate. The density is \(4/(5.1\times8)=0.0980\) Å\(^{-3}\). With \(e^2/(4\pi\epsilon_{vac})=14.40\) eV Å and \(\hbar^2/m=7.62\) eV Å\(^2\),

\[
(\hbar\omega_p)^2=4\pi(0.0980)(14.40)(7.62)\approx135\ \text{eV}^2,\qquad
\epsilon\approx1+\frac23\,\frac{135}{5.5^2}=3.98 .
\]

The full sum without local fields gives 4.05. The estimate ignores the nonlocal velocity and the inequality of the wells, so the closeness is partly fortuitous.

Hartree local fields lower 4.05 to 3.65, and exchange raises this to 3.94, in the order required by (7). The net change is 3% of \(\epsilon_0\), although the Hartree part alone is 10%.

Three tests address separate links:

- \(\bar x_v\) from (2) agrees with \(iP_c(\partial_kP_v)u_v\), by central differences with step \(10^{-4}\) bohr\(^{-1}\), to \(2\times10^{-7}\) of its largest element.
- The density response to \(\cos(2\pi x/a)+\tfrac12\sin(4\pi x/a)\) agrees with differences of diagonalized densities, at amplitude \(10^{-4}\) hartree, to \(3\times10^{-8}\) of its maximum.
- Iteration agrees with explicit conduction sums and the inversion (6) to \(3\times10^{-13}\) in \(\epsilon\), for all three kernels.

**Limit: a slowly varying field.** Apply \(v_{ext}\cos qx\) to a long supercell and solve the full nonlinear problem. Let \(W=v_{ext}+v_H\) be the macroscopic potential energy at \(q\). The field is \(F_q=iqW\). The induced charge \(-n_q=-iqP_q\) gives \(n_q=iq\chi F_q=-q^2\chi W\), where \(\chi=P/F\). Hence \(v_H=4\pi n_q/q^2=-4\pi\chi W\), and

\[
\frac{v_{ext}}{v_{ext}+v_H}=1+4\pi\chi=\epsilon\qquad(q\to0).
\]

This route uses neither \(x\) nor \(\partial_kH_k\). A cosine does not distinguish \(q\) from \(-q\), so the corrections start at \(q^2\). Supercells of 8, 12 and 16 cells, with amplitude \(5\times10^{-4}\) hartree, give 3.8056, 3.8780 and 3.9043. A quadratic in \(q^2\propto1/N^2\) through these points has, at \(q=0\), the weights \(4/15\), \(-81/35\) and \(64/21\):

\[
0.26667(3.8056)-2.31429(3.8780)+3.04762(3.9043)=3.9388 .
\]

With unrounded supercell values the limit is 3.9389; the Sternheimer value is 3.9390. Omitting the nonlocal part of \(\partial_kH_k\) gives 3.73, which is 5% too low and incompatible with the supercells.

## Reading the numbers for a memory capacitor

At 2 MV/cm, or 0.02 V/Å, the potential drop per cell is 102 meV. The periodic potential \(v^1\) induced by the field varies by about 6.5 meV peak to peak. The electronic polarization is

\[
P=\epsilon_{vac}(\epsilon-1)F=(8.854\times10^{-12})(2.939)(2\times10^8)
=5.20\times10^{-3}\ \text{C/m}^2=0.52\ \mu\text{C/cm}^2 .
\]

The gap, cell length and field lie in the rough range of hafnia capacitors, and \(\epsilon\) near 4 is of the size of hafnia's electronic permittivity. The gap was imposed, however, and the valence-electron density is roughly five times below that of hafnia, so this agreement is no prediction. Of the omissions estimated here, that of ionic motion matters most. With a rough static permittivity of 25, the polarization induced at the same field is 4.3 \(\mu\)C/cm\(^2\), eight times the electronic part. Switching of the spontaneous polarization is a further, nonlinear ionic process outside (1)–(4).

Estimates for some other neglected effects follow.

- **Sensitivity to the gap.** Refitting the well depth to a 5.0 eV gap, all else fixed, gives \(\epsilon=4.57\). The ratio \(3.57/2.94\approx1.21\) is close to \((5.5/5.0)^2\), the scaling of (5) at fixed density. This scaling applies when the potential, and with it \(\bar x_v\), changes. A rigid shift of the conduction bands at fixed orbitals leaves \(\bar x_v\) unchanged, alters only the denominators in (1), and changes \(\epsilon\) less. The figure is therefore not an estimate of the Kohn–Sham gap error, which for wide-gap oxides usually exceeds 0.5 eV.
- **Lateral structure.** With the chains on a square lattice, a Gaussian lateral density profile of standard deviation 0.7 Å, entered in the Hartree kernel alone, lowers \(\epsilon\) to 3.85; a narrower profile lowers it more. The added kernel is positive, so by (7) it must lower \(\epsilon\). Lateral changes in exchange and in the ground state are not included.
- **Nonlinearity.** In the 12-cell supercell, with a peak screened field of about 2 MV/cm, the permittivity changes by \(9\times10^{-5}\) of its value, and the second-harmonic field is \(5\times10^{-5}\) of the fundamental.
- **Tunnelling.** In the two-wave model the field sweeps \(\kappa\) at rate \(F\) in magnitude. The semiclassical interband probability is \(e^{-X}\), with the gap integrated along imaginary \(\kappa\) up to its zero:

\[
X=\frac2F\int_0^{E_g/G}\sqrt{E_g^2-G^2s^2}\,ds=\frac{\pi E_g^2}{2GF}=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2F}.
\]

Here \(m_r=E_g/G^2\) follows from \(\Delta\approx E_g+\kappa^2/(2m_r)\). The computed reduced mass, 0.114 electron masses, gives \(X=124\). Interband tunnelling in the perfect model crystal is negligible; leakage through defects and injection from the electrodes are not described.

- **Temperature.** At 400 K the intrinsic excitation factor is \(e^{-E_g/2k_BT}=e^{-80}\), so electronic excitation across the gap is also negligible. Thermal motion of the ions is not included.

The field is half of a rough breakdown field of 4 MV/cm. The tunnelling exponent shows that interband tunnelling in the ideal crystal is negligible at the field used, but it does not establish the reliability of a real film. The complete numerical output follows.

## Values computed for the example and the checks

```
cell length: 5.10 angstrom
area per chain: 8.00 angstrom^2
well and projector width: 0.42 angstrom
well weights: 1.15, 0.85 (no unit)
well places: 0.0, 0.46 (cell lengths)
nonlocal strength: -1.60 eV
well depth solved for: 9.5871 eV
band gap: 5.5000 eV
direct gap at k=0: 5.5000 eV
occupied bandwidth: 3.856 eV
projector shift used: 54.42 eV
k points: 24; plane waves: 19; grid points: 48
ground-state density min, max: 0.0399, 0.1773 1/angstrom^3
permittivity, no local fields: 4.0540
permittivity, Hartree local fields: 3.6489
permittivity, Hartree + exchange: 3.9390
permittivity, nonlocal velocity omitted: 3.7324
Sternheimer self-consistency loops: 9
supercell 8 cells: q = 0.1540 1/angstrom, eps = 3.8056
supercell 12 cells: q = 0.1027 1/angstrom, eps = 3.8780
supercell 16 cells: q = 0.0770 1/angstrom, eps = 3.9043
supercell permittivity at q=0: 3.9389
relative difference from Sternheimer: -1.1e-05
relative error, position vs projector: 2.1e-07
relative error, density response: 3.0e-08
largest error, iteration vs explicit sums: 2.8e-13
macroscopic field: 2.00 MV/cm
potential drop per cell: 102.00 meV
local potential, peak to peak: 6.45 meV
electronic polarization: 0.5204 uC/cm2
rough static permittivity of hafnia (input): 25
polarization with that permittivity: 4.25 uC/cm2
lateral density width (input): 0.70 angstrom
permittivity with lateral Hartree fields: 3.8497
permittivity if gap is 5.0 eV: 4.5685
permittivity change at full field, 12 cells: 8.62e-05 (relative)
second-harmonic field / fundamental: 5.12e-05
reduced band-edge mass: 0.1138 electron masses
tunnelling exponent (probability exp(-x)): x = 123.8
temperature: 400 K
thermal exponent gap/(2kT): 79.8
rough breakdown field (input): 4.0 MV/cm
field / rough breakdown field: 0.50
```
